# Where a single-band barrier decays most slowly in the surface zone

## Problem

An insulating layer is modelled by a simple-cubic lattice of spacing $a$ with one orbital of energy $\varepsilon_0$ per site. Only nearest neighbours are coupled. The hopping matrix element is $-t_z$ between planes and $-t_p$ within a plane, both real and nonzero. The layer lies normal to $z$, and its orbitals repeat with the same phase from cell to cell. With

$$S=\cos k_xa+\cos k_ya ,$$

the bulk band is

$$E=\varepsilon_0-2t_z\cos k_za-2t_pS. \tag{1}$$

A carrier enters at an energy $U>0$ below the whole band. The lowest value of (1) is $\varepsilon_0-2|t_z|-4|t_p|$, so

$$E=\varepsilon_0-2|t_z|-4|t_p|-U. \tag{2}$$

The in-plane wavevector $\mathbf k=(k_x,k_y)$ is real and conserved. The amplitude falls with depth as $e^{-\kappa z}$.

(a) At which $\mathbf k$ in the surface zone is $\kappa$ smallest, and what happens to that point when the sign of $t_p$ is reversed at fixed $t_z$, $|t_p|$ and $E$?

(b) Evaluate the decay for $a=0.50$ nm, $t_z=0.60$ eV, $|t_p|=0.40$ eV, $U=1.50$ eV and six cells, a thickness $d=3.0$ nm. These are round parameters in the rough regime of a hafnium-oxide gate layer.

Equation (2) contains only $|t_p|$, so reversing the sign moves neither the band minimum nor the depth $U$. Here $E-\varepsilon_0=-4.30$ eV for both signs.

## First estimate by scaling

At fixed $\mathbf k$, motion along $z$ is one-dimensional. The bottom of its band is $\varepsilon_0-2|t_z|-2t_pS$, and the carrier lies below it by

$$D(\mathbf k)=\varepsilon_0-2|t_z|-2t_pS-E=U+4|t_p|-2t_pS. \tag{3}$$

This is the barrier height seen at that wavevector. Take $t_z>0$, so that the bottom lies at $k_z=0$. There $-2t_z\cos k_za\simeq-2t_z+t_za^2k_z^2$. Setting the last term equal to $\hbar^2k_z^2/2m_z$ gives the band-edge mass

$$m_z=\frac{\hbar^2}{2t_za^2}. \tag{4}$$

For a parabolic band, $\hbar^2\kappa^2/2m_z=D$, and hence

$$\kappa a\simeq\sqrt{D/t_z}. \tag{5}$$

The slowest decay should therefore occur where the one-dimensional band bottom is lowest. With $t_p>0$ that is where neighbouring orbitals in a plane have equal phase, at the zone centre. With $t_p<0$ it is where they have opposite phase, at the corner $\mathbf Q=(\pi/a,\pi/a)$. At either favoured point $D=U$. At the opposite point $S$ has the other extreme value and $D=U+8|t_p|$. The estimates are

$$\kappa a\simeq\sqrt{1.5/0.6}\approx1.58,\qquad
\kappa a\simeq\sqrt{4.7/0.6}\approx2.80 .$$

The second depth is nearly eight times $t_z$, where a parabolic expansion cannot be trusted. The location and the rates therefore need the full band.

## Exact solution

Write the amplitude on plane $n$ as $e^{i(k_xx+k_yy)}\phi_n$. The four in-plane neighbours contribute $-2t_pS\,\phi_n$, so the Schrödinger equation is

$$(\varepsilon_0-2t_pS)\phi_n-t_z(\phi_{n+1}+\phi_{n-1})=E\phi_n .$$

Put $\phi_n=\lambda^n$, divide by $\lambda^n$, and use (3):

$$\lambda+\frac1\lambda=\frac{\varepsilon_0-E-2t_pS}{t_z}
=\frac{2|t_z|+D}{t_z}. \tag{6}$$

Because $|2t_pS|\le4|t_p|$, equation (3) gives $D\ge U>0$ throughout the surface zone. The right side of (6) is real with modulus greater than 2. Its two roots are therefore real, have product 1, and share the sign of $t_z$:

$$\lambda=\operatorname{sgn}(t_z)\,e^{\mp\kappa a}.$$

Since $\lambda=e^{ik_za}$, the decaying root has $k_z=i\kappa$ for $t_z>0$ and $k_z=\pi/a+i\kappa$ for $t_z<0$. In the second case the amplitude also alternates in sign from plane to plane. Substitution in (6) gives, for both signs of $t_z$,

$$\cosh\kappa a=1+\frac{D}{2|t_z|}
=1+\frac{U+4|t_p|-2t_pS}{2|t_z|}. \tag{7}$$

For positive argument, $\cosh$ increases, so the smallest $\kappa$ belongs to the smallest $D$. The two signs of $t_p$ give

$$D=U+2|t_p|(2-S)\quad(t_p>0),\qquad
D=U+2|t_p|(2+S)\quad(t_p<0). \tag{8}$$

Each cosine lies between $-1$ and 1. Thus $S=2$ requires both cosines to equal 1, which selects the zone centre. Likewise $S=-2$ requires both to equal $-1$, which selects the corner; the four drawn corners are one point modulo reciprocal vectors. Hence **the slowest decay is at the centre for $t_p>0$ and at the corner for $t_p<0$**. Its rate is the same in both cases:

$$\cosh\kappa_{\min}a=1+\frac{U}{2|t_z|}. \tag{9}$$

### Why the whole map moves

Adding $\mathbf Q$ to $\mathbf k$ reverses both cosines, so $S(\mathbf k+\mathbf Q)=-S(\mathbf k)$. By (3), reversing $t_p$ has the same effect on $D$ as this shift. All the decay rates are carried across the zone, not the minimum alone.

In real space, multiply each orbital by $(-1)^{(x+y)/a}$. Every in-plane bond joins sites with opposite factors, so its matrix element changes sign. Every bond along $z$ joins equal factors and is unchanged. A site potential depending only on $z$ is unchanged too, so a uniform field normal to the layer leaves the correspondence intact.

This checkerboard factor also shifts the label of the in-plane wavevector by $\mathbf Q$. The sign of $t_p$ therefore has a definite meaning only after the orbital phases are fixed to repeat from cell to cell, as they are here. The wavevector can then be compared with that of an electrode having the same in-plane period.

### Energies that change the answer

At an energy $U$ above the band, $E=\varepsilon_0+2|t_z|+4|t_p|+U$. The numerator in (6) becomes $-(2|t_z|+U+4|t_p|+2t_pS)$. The distance from the nearest one-dimensional band edge is then $U+4|t_p|+2t_pS$, with the opposite sign before $t_pS$ from (3). The centre and corner exchange roles.

Inside the band, the right side of (6) has modulus at most 2 for some $\mathbf k$. Those waves propagate with $\kappa=0$, and there need be no single slowest decaying point.

### The width of the favoured region

Let $\mathbf q$ be measured from the favoured point. For $qa\ll1$, the cosine expansion in (8) gives $D\simeq U+|t_p|a^2q^2$. Linearizing (7) about $\kappa_{\min}$ then gives

$$\kappa-\kappa_{\min}\simeq
\frac{|t_p|\,a\,q^2}{2|t_z|\sinh\kappa_{\min}a}. \tag{10}$$

The factor $e^{-2\kappa d}$ is consequently a Gaussian in $q$ near its maximum, with a width proportional to $d^{-1/2}$. A thicker layer selects the favoured wavevector more sharply. The Gaussian form requires the width to be small compared with $1/a$. The six-cell layer of part (b) meets this only marginally: (10) puts the $1/e$ point at $qa=0.71$ against about 0.74 from (7), and the factor summed over the surface zone is about 20% larger than the Gaussian value.

## Comparison of estimate and solution

For the chosen parameters, (9) gives

$$\cosh\kappa_{\min}a=1+\frac{1.5}{1.2}=2.25,\qquad
\kappa_{\min}a=1.451,\qquad
\kappa_{\min}=2.90\ \mathrm{nm^{-1}} .$$

At the opposite point,

$$\cosh\kappa a=1+\frac{4.7}{1.2}=4.917,\qquad
\kappa a=2.275,\qquad
\kappa=4.55\ \mathrm{nm^{-1}} .$$

At the midpoint of a zone edge $S=0$, so reversing $t_p$ changes nothing. There $\kappa=3.90$ nm$^{-1}$ for both signs.

The scaling estimate finds the right locations because both (5) and (7) increase with $D$. Its rates are too large by 9% at the favoured point and 23% at the opposite point, relative to the full-band values. The reason follows from rewriting (7) with $\cosh x-1=2\sinh^2(x/2)$:

$$4\sinh^2\frac{\kappa a}{2}=\frac{D}{|t_z|}. \tag{11}$$

Since $2\sinh(x/2)>x$ for $x>0$, the true $\kappa a$ is smaller than $\sqrt{D/|t_z|}$. The two agree as $D/|t_z|\to0$. In the other limit, $D\gg|t_z|$, the left side of (11) approaches $e^{\kappa a}$. Then $e^{-\kappa a}\simeq|t_z|/D$: each additional plane costs one small ratio of hopping to energy separation.

Errors in the rate grow in the exponent. Across six cells,

$$e^{-2\kappa_{\min}d}=e^{-12\times1.4506}=2.8\times10^{-8},$$

against about $6\times10^{-9}$ from the estimate. At the opposite point the full band gives $1.4\times10^{-12}$, against about $3\times10^{-15}$. These are decay factors, not complete transmission probabilities, which also contain contact prefactors.

The same difference can be expressed as a tunnelling mass. Defining $m_{\rm tun}=\hbar^2\kappa_{\min}^2/2U$ gives $0.214\,m_e$, where $m_e$ is the free-electron mass. The band-edge mass (4) is $0.254\,m_e$. In this model, a mass measured at the band edge therefore overstates the decay at $U=1.5$ eV.

### Can carriers use the corner?

A small $\kappa$ at the corner helps only if the electrode supplies carriers there, or if scattering takes them there. The corner has $|\mathbf Q|=\sqrt2\pi/a=8.89$ nm$^{-1}$. In a free-electron electrode, in-plane motion alone then requires

$$\frac{\hbar^2Q^2}{2m_e}=3.01\ \mathrm{eV}$$

above the electrode's band bottom. A free-electron electrode filled only to a lower energy has no zero-temperature carriers at the corner.

If $t_p<0$ and a carrier is held at the zone centre, its decay factor is $5.0\times10^{-5}$ times that at the corner. An electrode supplies a disc of wavevectors rather than one point. Summing the decay factor with equal weight over a free-electron disc, the ratio of $t_p<0$ to $t_p>0$ is about $10^{-4}$ for a carrier 0.05 eV above the electrode's band bottom, $10^{-2}$ at 1 eV and 0.3 at 2 eV, and it is of order one at 3.0, 5.5 and 11.7 eV. Reversing $t_p$ therefore suppresses tunnelling strongly, at unchanged $\kappa_{\min}$, only when the electrode's carriers stay near the zone centre. It does not do so for a free-electron metal filled to several eV.

### What the single band leaves out

The following changes are estimated one at a time, at the favoured point and with the other parameters fixed. They should not be multiplied as if they were independent.

**Valence band.** Place upper orbitals $A_n$ at energy $E_g/2$ and lower orbitals $B_n$ at $-E_g/2$, alternating along $z$ with hoppings $v$ and $-v$. With energy $\mathcal E$ measured from midgap,

$$\left(\mathcal E-\tfrac{E_g}{2}\right)A_n=v(B_n-B_{n-1}),\qquad
\left(\mathcal E+\tfrac{E_g}{2}\right)B_n=v(A_n-A_{n+1}).$$

Multiplying the first equation by $\mathcal E+E_g/2$ and eliminating $B$ gives

$$\left(\mathcal E^2-\tfrac{E_g^2}{4}\right)A_n
=v^2(2A_n-A_{n+1}-A_{n-1}).$$

For a real wavevector near the upper edge, this becomes $E_g(\mathcal E-E_g/2)\simeq v^2a^2k_z^2$. Matching the mass (4) requires $v^2=E_gt_z$. In the gap, put $\mathcal E=E_g/2-U$ and $A_n\propto e^{-\kappa na}$. The result is

$$4\sinh^2\frac{\kappa a}{2}
=\frac{U}{t_z}\left(1-\frac{U}{E_g}\right). \tag{12}$$

For a rough gap of 6 eV, $\kappa$ falls from 2.90 to 2.56 nm$^{-1}$, and the decay factor is multiplied by 7.7. This chain assigns all the curvature of the upper band to its coupling with the lower one, so the two edge masses are equal. If direct $A$–$A$ hopping supplies part of the same curvature, the lower band is heavier and the gain is smaller: 3.1 when half the curvature comes from the coupling, and 1.8 when a quarter does. If the valence-band top also varies with $\mathbf k$, it can compete with $D(\mathbf k)$ in choosing the slowest point. The centre-to-corner result is then no longer assured.

**Applied voltage.** A 1 V drop gives a field of 3.3 MV/cm, about two thirds of a rough breakdown field of 5 MV/cm. The depth at the centre of cell $n$ is $U-(n-\tfrac12)(1\ \mathrm{eV})/6$. Adding the six local values of $\kappa a$ from (9) multiplies the decay factor by about 20. Inverting $E-H$, with $H$ the six-plane Hamiltonian, and comparing the squared response at the last plane to a source at the first, with and without the field, gives a factor of 18. The local sum omits an end factor. With $\theta_1$ and $\theta_6$ the local $\kappa a$ of the first and last cells and $\theta_0$ the zero-field value, multiplying the local result by $(1-e^{-2\theta_1})(1-e^{-2\theta_6})/(1-e^{-2\theta_0})^2$ brings it to 18. These gains are for a carrier moving down the drop; with the opposite polarity and the same entry depth the decay factor is multiplied by 0.11.

**Image force.** Between metal plates, a charge at the midplane has pairs of images at distances $d,2d,3d,\ldots$ with alternating signs. The interaction energy carries a factor one half, so the lowering is

$$\frac{e^2}{4\pi\varepsilon_0\varepsilon_rd}
\left(1-\frac12+\frac13-\cdots\right)
=\frac{e^2\ln2}{4\pi\varepsilon_0\varepsilon_rd}.$$

In this formula $\varepsilon_0$ is the vacuum permittivity, not the site energy. With a rough high-frequency permittivity $\varepsilon_r=4$, this is 0.083 eV. At a distance $z$ from one plate, the opposite-sign images lie at $2z+2jd$ and $2(d-z)+2jd$, with $j=0,1,2,\ldots$. Summed up to any common $j$, their inverse distances give a function that is convex and symmetric about the midplane. The like-sign terms, which make the full series converge, do not depend on $z$. The lowering is therefore weakest at the midplane. Using 0.083 eV everywhere gives a lower bound of 1.5 on the gain, within the local-decay estimate; using the lowering at each cell centre gives 2.8. Both values assume two metal plates. With silicon on one side, taken as a dielectric of permittivity 11.7, the images are weaker: the smallest lowering is 0.067 eV, nearer the silicon, and the two values become 1.4 and 2.2.

**Temperature.** At 400 K, $k_BT=0.0345$ eV. A carrier higher in energy by this amount has a decay factor 1.19 times as large. The Boltzmann factor for reaching the band minimum is $1.3\times10^{-19}$, far below the tunnelling factor at the favoured point.

### Relation to a hafnium-oxide gate

The barrier height, gap and thickness are roughly those of a hafnium-oxide layer on silicon, but the simple-cubic lattice and single orbital are simplifications. The negative $t_p$ is a model choice, not a property assigned to hafnium oxide. Real layers have several conduction bands and can be polycrystalline or amorphous. They usually sit on an interfacial oxide and can also leak through traps, neither of which is in the model. Disorder breaks conservation of $\mathbf k$ and can mix the centre and corner, whose decay factors here differ by about $2\times10^4$. That ratio measures the contrast at stake, not a predicted change in leakage. For the stated 1 V drop, the field alone multiplies the favoured decay factor by about 20 in the local estimate, and contact prefactors change with the field as well, so the zero-field value should not be used as a device leakage estimate.

All numerical values are calculated from the stated model.
